# Zeldovich factor of a circular two-dimensional nucleus of 20 atoms: test program

```python
# Result under test: for a circular one-layer island with free energy
#   G(n) = 2 pi r gamma - n dmu,   pi r^2 = n * area_atom,
# the Zeldovich factor Z = sqrt(-G''(n*)/(2 pi kT)) equals
#   Z = sqrt(G*/(4 pi kT)) / n*,
# which is about 0.048 for n* = 20 atoms, G* = 0.8 eV, T = 800 K.
# n: atoms in island; n*: critical size; G*: barrier from the capillary zero;
# gamma: step free energy per length; dmu: free energy gained per atom.
# Energies are in eV, lengths in nm, temperatures in K.
import numpy as np
from scipy.constants import k, e
from scipy.integrate import quad
from scipy.optimize import minimize_scalar, brentq

n_crit, barrier, temperature = 20.0, 0.8, 800.0
lattice_constant = 0.566          # rough value for germanium
kT = k * temperature / e
g = barrier / kT


def zeldovich_formula(size, height, thermal=kT):
    return np.sqrt(height / (4 * np.pi * thermal)) / size


def top_and_curvature(energy, upper=200.0):
    """Numerical maximum, its height, and Z from the definition."""
    found = minimize_scalar(lambda n: -energy(n), bounds=(1.0, upper),
                            method="bounded", options={"xatol": 1e-8})
    top, h = found.x, 0.05
    second = (energy(top + h) - 2 * energy(top) + energy(top - h)) / h**2
    return top, energy(top), np.sqrt(-second / (2 * np.pi * kT)), second


# Physical parameters that belong to the posed size and barrier.
area_atom = np.sqrt(3) * lattice_constant**2 / 8   # (111) double layer
r_crit = np.sqrt(n_crit * area_atom / np.pi)
dmu = barrier / n_crit
gamma = barrier / (np.pi * r_crit)


def energy_circle(n):
    radius = np.sqrt(n * area_atom / np.pi)
    return 2 * np.pi * radius * gamma - n * dmu


# Maximum and curvature of the physical energy against the formula.
Z = zeldovich_formula(n_crit, barrier)
top, height, Z_curvature, second = top_and_curvature(energy_circle)
assert abs(top - n_crit) < 1e-3
assert abs(height - barrier) < 1e-9
assert abs(Z_curvature / Z - 1) < 1e-4
assert abs(Z - 0.048) < 0.0005
sizes = np.linspace(0.5, 120, 400)
square_form = barrier * (1 - np.sqrt(sizes / n_crit))**2
assert np.allclose(barrier - energy_circle(sizes), square_form, atol=1e-10)


# Integral over the full barrier, attachment rate proportional to n^power.
def Z_integral(power):
    def f(n):
        weight = (n_crit / n)**power
        return weight * np.exp((energy_circle(n) - barrier) / kT)
    return 1 / (quad(f, 0, n_crit, limit=200)[0]
                + quad(f, n_crit, 400, limit=200)[0])


Z_int_const, Z_int_edge = Z_integral(0.0), Z_integral(0.5)
assert abs(Z_int_const / Z - 1) < 1e-4
assert abs(Z_int_edge / Z - 1) < 1e-4


# Steady master equation: monomers held at equilibrium, islands removed at
# n = last. Detachment rates follow from detailed balance.
def Z_master(power, last=120):
    n = np.arange(1, last + 1)
    G = energy_circle(n.astype(float))
    attach = n.astype(float)**power
    detach = np.zeros(last)
    detach[1:] = attach[:-1] * np.exp((G[1:] - G[:-1]) / kT)
    equilibrium = np.exp(-(G - G[0]) / kT)
    matrix, right = np.zeros((last, last)), np.zeros(last)
    matrix[0, 0] = matrix[-1, -1] = 1.0
    right[0] = 1.0
    for i in range(1, last - 1):
        matrix[i, i - 1] = attach[i - 1]
        matrix[i, i] = -(attach[i] + detach[i])
        matrix[i, i + 1] = detach[i + 1]
    population = np.linalg.solve(matrix, right)
    c = int(n_crit) - 1
    current = attach[c] * population[c] - detach[c + 1] * population[c + 1]
    return (current / (attach[c] * equilibrium[c]),
            population[c] / equilibrium[c])


Z_const, _ = Z_master(0.0)
Z_edge, occupation = Z_master(0.5)
Z_area, _ = Z_master(1.0)
assert abs(Z_const / Z - 1) < 2e-3     # sum replaced by integral
assert abs(Z_edge / Z - 1) < 2e-3
assert Z_area < 0.97 * Z               # agreement is not automatic
assert abs(occupation - 0.5) < 0.04

# Width of the barrier top and failure of the local parabola on each side.
low = brentq(lambda n: energy_circle(n) - barrier + kT, 0.5, n_crit)
high = brentq(lambda n: energy_circle(n) - barrier + kT, n_crit, 100)
assert abs((high - low) * Z - 2 / np.sqrt(np.pi)) < 1e-6
offset = 1 / (2 * Z)
drop_parabola = -0.5 * second * offset**2 / kT
drop_small = (barrier - energy_circle(n_crit - offset)) / kT
drop_large = (barrier - energy_circle(n_crit + offset)) / kT
assert drop_small > drop_parabola > drop_large


# Three-dimensional nucleus with the same size and barrier, for contrast.
def energy_sphere(n):
    x = n / n_crit
    return barrier * (3 * x**(2 / 3) - 2 * x)


top3, height3, Z_sphere, _ = top_and_curvature(energy_sphere)
assert abs(top3 - n_crit) < 1e-3 and abs(height3 - barrier) < 1e-9
assert abs(Z_sphere * n_crit / np.sqrt(g / (3 * np.pi)) - 1) < 1e-4


# Regular polygons with the same step energy and driving force.
def polygon(sides):
    def energy(n):
        area = n * area_atom
        edge = np.sqrt(4 * area * np.tan(np.pi / sides) / sides)
        return sides * edge * gamma - n * dmu
    return top_and_curvature(energy)


hexagon, triangle = polygon(6), polygon(3)
for shape in (hexagon, triangle):
    assert abs(shape[2] / zeldovich_formula(shape[0], shape[1]) - 1) < 1e-4

# Barrier counted from the single atom: G(n*) - G(1) = 0.8 eV, n* = 20.
fraction = (barrier - energy_circle(1.0)) / barrier
barrier_from_zero = barrier / fraction
Z_monomer = zeldovich_formula(n_crit, barrier_from_zero)

# Discrete edge energy: compact spiral islands on a triangular lattice.
directions = [(1, 0), (0, 1), (-1, 1), (-1, 0), (0, -1), (1, -1)]
sites = [(0, 0)]
for ring in range(1, 8):
    q, p = ring * directions[4][0], ring * directions[4][1]
    for dq, dp in directions:
        for _ in range(ring):
            q, p = q + dq, p + dp
            sites.append((q, p))
occupied, missing, count = set(), [], 0
for q, p in sites[:150]:
    contacts = sum((q + a, p + b) in occupied for a, b in directions)
    count += 6 - 2 * contacts
    occupied.add((q, p))
    missing.append(count)
missing = np.array(missing, dtype=float)
n_all = np.arange(1, 151).astype(float)
edge_smooth = energy_circle(n_all) + n_all * dmu
fit = slice(0, 60)
bond_cost = (missing[fit] @ edge_smooth[fit]) / (missing[fit] @ missing[fit])
G_lattice = bond_cost * missing - n_all * dmu
peak = int(np.argmax(G_lattice))
resist_lattice = np.sum(np.exp(G_lattice / kT) / np.sqrt(n_all))
resist_smooth = np.sum(np.exp(energy_circle(n_all) / kT) / np.sqrt(n_all))
Z_lattice = (np.exp(G_lattice[peak] / kT) / np.sqrt(n_all[peak])
             / resist_lattice)
rate_ratio = resist_smooth / resist_lattice
assert Z_lattice > Z

# Sensitivity to temperature and to an error of the barrier.
Z_750 = zeldovich_formula(n_crit, barrier, k * 750 / e)
Z_850 = zeldovich_formula(n_crit, barrier, k * 850 / e)
error = 0.05
Z_high = zeldovich_formula(n_crit, barrier + error)
rate_factor = np.exp(-error / kT) * Z_high / Z
assert abs(np.log(rate_factor)) > 10 * abs(np.log(Z_high / Z))

print(f"Critical size n*: {n_crit:.0f} atoms")
print(f"Barrier G*: {barrier:.2f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Rough Ge lattice constant: {lattice_constant:.3f} nm")
print(f"kT: {kT:.5f} eV")
print(f"G*/kT: {g:.3f}")
print(f"G*/(4 pi kT): {g / (4 * np.pi):.4f}")
print(f"Its square root: {np.sqrt(g / (4 * np.pi)):.4f}")
print(f"Z, formula: {Z:.5f}")
print(f"Z, numerical curvature: {Z_curvature:.5f}")
print(f"G''(n*), numerical: {second:.6f} eV")
print(f"Area per atom: {area_atom:.4f} nm2")
print(f"Critical radius: {r_crit:.3f} nm")
print(f"Driving force dmu: {dmu:.4f} eV per atom")
print(f"Supersaturation ratio exp(dmu/kT): {np.exp(dmu / kT):.3f}")
print(f"Step free energy gamma: {gamma:.3f} eV/nm")
print(f"Z, integral, constant rate: {Z_int_const:.5f}")
print(f"Z, integral, rate as sqrt(n): {Z_int_edge:.5f}")
print(f"Z, master eq., constant rate: {Z_const:.5f}")
print(f"Z, master eq., rate as sqrt(n): {Z_edge:.5f}")
print(f"Z, master eq., rate as n: {Z_area:.5f}")
print(f"Population/equilibrium at n*, sqrt(n) rate: {occupation:.3f}")
print(f"1/Z: {1 / Z:.2f} atoms")
print(f"Within kT of top, from: {low:.2f} atoms")
print(f"Within kT of top, to: {high:.2f} atoms")
print(f"Width within kT of top: {high - low:.2f} atoms")
print(f"Half of 1/Z: {offset:.2f} atoms")
print(f"Drop there, parabola: {drop_parabola:.3f} kT")
print(f"True drop, smaller side: {drop_small:.3f} kT")
print(f"True drop, larger side: {drop_large:.3f} kT")
print(f"Z, 3D nucleus, same n* and G*: {Z_sphere:.5f}")
for name, shape in (("Hexagon", hexagon), ("Triangle", triangle)):
    print(f"{name} n*: {shape[0]:.2f} atoms")
    print(f"{name} barrier: {shape[1]:.3f} eV")
    print(f"{name} Z: {shape[2]:.5f}")
print(f"Capillary G(1): {energy_circle(1.0):.3f} eV")
print(f"G* if 0.8 eV counts from one atom: {barrier_from_zero:.3f} eV")
print(f"Z in that convention: {Z_monomer:.5f}")
print(f"Lattice cost per missing neighbour: {bond_cost:.4f} eV")
print(f"Lattice island, size at top: {n_all[peak]:.0f} atoms")
print(f"Lattice island, barrier: {G_lattice[peak]:.3f} eV")
print(f"Lattice island, effective Z: {Z_lattice:.4f}")
print(f"Rate, lattice/smooth island: {rate_ratio:.3f}")
print(f"Z at 750 K, same n* and G*: {Z_750:.5f}")
print(f"Z at 850 K, same n* and G*: {Z_850:.5f}")
print(f"Barrier error considered: {error:.2f} eV")
print(f"Z with barrier raised by it: {Z_high:.5f}")
print(f"Rate factor from it, same n*: {rate_factor:.3f}")
print("OK")
```

Output:

```
Critical size n*: 20 atoms
Barrier G*: 0.80 eV
Temperature: 800 K
Rough Ge lattice constant: 0.566 nm
kT: 0.06894 eV
G*/kT: 11.605
G*/(4 pi kT): 0.9235
Its square root: 0.9610
Z, formula: 0.04805
Z, numerical curvature: 0.04805
G''(n*), numerical: -0.001000 eV
Area per atom: 0.0694 nm2
Critical radius: 0.664 nm
Driving force dmu: 0.0400 eV per atom
Supersaturation ratio exp(dmu/kT): 1.786
Step free energy gamma: 0.383 eV/nm
Z, integral, constant rate: 0.04805
Z, integral, rate as sqrt(n): 0.04805
Z, master eq., constant rate: 0.04805
Z, master eq., rate as sqrt(n): 0.04805
Z, master eq., rate as n: 0.04575
Population/equilibrium at n*, sqrt(n) rate: 0.524
1/Z: 20.81 atoms
Within kT of top, from: 9.98 atoms
Within kT of top, to: 33.47 atoms
Width within kT of top: 23.48 atoms
Half of 1/Z: 10.41 atoms
Drop there, parabola: 0.785 kT
True drop, smaller side: 1.097 kT
True drop, larger side: 0.630 kT
Z, 3D nucleus, same n* and G*: 0.05548
Hexagon n*: 22.05 atoms
Hexagon barrier: 0.882 eV
Hexagon Z: 0.04576
Triangle n*: 33.08 atoms
Triangle barrier: 1.323 eV
Triangle Z: 0.03736
Capillary G(1): 0.318 eV
G* if 0.8 eV counts from one atom: 1.327 eV
Z in that convention: 0.06189
Lattice cost per missing neighbour: 0.0507 eV
Lattice island, size at top: 22 atoms
Lattice island, barrier: 0.844 eV
Lattice island, effective Z: 0.0743
Rate, lattice/smooth island: 0.856
Z at 750 K, same n* and G*: 0.04962
Z at 850 K, same n* and G*: 0.04661
Barrier error considered: 0.05 eV
Z with barrier raised by it: 0.04953
Rate factor from it, same n*: 0.499
OK
```
